# Why controlled cooling can getter more metal than an isothermal anneal

**Question.** A silicon wafer contains a dissolved metal impurity and a fixed population of precipitates that can absorb it. A given furnace time is available. Why can a controlled slow cool leave less dissolved metal than holding the wafer at the best single temperature, and which cooling curve is best?

**Answer.** Temperature acts on capture in two opposite ways. Cooling lowers the solubility, so that at a given dissolved concentration more of the metal is in excess and can precipitate. Cooling also slows the diffusion that carries the metal to the sinks. The best compromise depends on how much metal is still dissolved. While there is much, a high temperature already gives a large excess, and fast diffusion is worth more. When little is left, only a lower temperature provides any excess at all. A single holding temperature can therefore suit only one moment of the anneal, whereas a cooling curve can follow the compromise as it moves.

This does not make every slow cool superior. The curve must match the kinetics, and two ramps below lose to the isothermal anneal.

### The one-sink model

Let $C$ be the dissolved concentration far from the sinks, $C_{eq}(T)$ the solubility, $D(T)$ the diffusivity, and $n$ the number of spherical sinks of radius $a$ per volume. The sinks are already nucleated, and $n$ and $a$ stay constant. Capture is limited by diffusion, so the concentration at a sink surface equals $C_{eq}$.

In steady diffusion the inward flow $J=4\pi r^2D\,dc/dr$ is the same through every sphere around the sink. Integrating $dc/dr=J/(4\pi Dr^2)$ from $r=a$, where $c=C_{eq}$, to large $r$, where $c=C$, gives $C-C_{eq}=J/(4\pi Da)$. Hence $J=4\pi aD(C-C_{eq})$, and $n$ sinks per volume remove metal at the rate

$$\frac{dC}{dt}=-k(T)\,[C-C_{eq}(T)],\qquad k=4\pi naD .$$

Both material functions are taken as Arrhenius laws, with migration energy $E_m>0$ and solution energy $E_s>0$:

$$D=D_0e^{-\beta E_m},\qquad C_{eq}=N_0e^{-\beta E_s},\qquad \beta=\frac{1}{k_BT}.$$

Energies are in eV, times in s and lengths in cm, since Hartree units are unnatural for a furnace process.

The single rate constant can be checked in a closed spherical cell of radius $R$ holding one sink, with $4\pi R^3n/3=1$. A decaying mode $u(r)e^{-\lambda t}$ with $u(a)=0$ has $ru=\sin q(r-a)$ and $\lambda=Dq^2$. No flow through the outer boundary means $u'(R)=0$, which gives $\tan qL=qR$ with $L=R-a$. For small $qL$, expanding the tangent and writing $R=L+a$,

$$\frac{q^2L^3}{3}+\frac{2q^4L^5}{15}\simeq a
\quad\Rightarrow\quad
q^2\simeq\frac{3a}{L^3}\left(1-\frac{6a}{5R}\right)\simeq\frac{3a}{R^3}\left(1+\frac{9a}{5R}\right).$$

The last step uses $L^{-3}\simeq R^{-3}(1+3a/R)$. Since $3aD/R^3=4\pi naD$, the slowest decay rate is $k[1+9a/(5R)]$ to first order in $a/R$. The next root has $qL>\pi$, so its rate exceeds $\pi^2D/R^2$, which is $\pi^2R/(3a)$ times $k$. For widely spaced sinks the diffusion profile thus adjusts much faster than the metal is used up.

### The best temperature at a given moment

At fixed $C$, the capture rate is $f=k(C-C_{eq})$. With $dk/d\beta=-E_mk$ and $dC_{eq}/d\beta=-E_sC_{eq}$,

$$\frac{df}{d\beta}=k\,[-E_m(C-C_{eq})+E_sC_{eq}].$$

The first term is the loss of mobility on cooling, and the second is the gain in drive. The bracket equals $(E_m+E_s)C_{eq}-E_mC$, which falls steadily as $\beta$ grows. It therefore changes sign once, from positive to negative, and $f$ has a single maximum, at

$$\frac{C}{C_{eq}}=s,\qquad s=1+p,\qquad p=\frac{E_s}{E_m}.$$

The best supersaturation ratio is a constant fixed by two energies. As $C$ falls, $C_{eq}$ must fall in proportion, and this requires cooling.

The word "drive" needs care here. The excess $C-C_{eq}$ increases on cooling if $C$ is held fixed. Along the best curve it equals $(p/s)C$ and decreases with time, because the metal is being removed. What cooling does is keep the excess a constant fraction of what remains.

### Why this choice is best for the whole anneal

Choosing the fastest rate at each moment could in principle be short-sighted. The following argument covers the complete history.

Let $T_i$ be the temperature at which $C_{eq}=C_0/s$, where $C_0$ is the initial concentration, and let $k_i=k(T_i)$. Since $e^{-\beta E_m}=(e^{-\beta E_s})^{1/p}$,

$$k=k_i\left(\frac{sC_{eq}}{C_0}\right)^{1/p}.$$

Define $y=C_{eq}/C$ and follow $C^{-1/p}$ instead of $C$:

$$\frac{d}{dt}C^{-1/p}=-\frac1p\,C^{-1/p-1}\frac{dC}{dt}
=\frac1p\,C^{-1/p}\,k\,(1-y).$$

Inserting $k$ turns the product $C_{eq}^{1/p}C^{-1/p}$ into $y^{1/p}$:

$$\frac{d}{dt}C^{-1/p}=\frac{k_i}{p}\left(\frac{s}{C_0}\right)^{1/p}g(y),\qquad g(y)=y^{1/p}(1-y).$$

The right side depends on the state and the temperature only through $y$. From

$$g'(y)=y^{1/p-1}\left[\frac{1-y}{p}-y\right]=0$$

follows $y=1/(1+p)=1/s$, and the maximum is $g_{max}=s^{-1/p}\,p/s$. Let $\eta$ be the time average of $g/g_{max}$. The factors $p$ and $s^{1/p}$ cancel, and integration over time gives

$$C(t)=C_0\left(1+\frac{\eta k_it}{s}\right)^{-p},\qquad \eta\le1 .$$

This holds in the model for any temperature history, and it reduces the comparison of schedules to one number. The bound $\eta=1$ is reached when $y=1/s$ throughout. An isothermal anneal that removes metal has constant $C_{eq}$ and falling $C$, so its $y$ changes, and its $\eta$ is strictly below one.

### The optimal cooling curve

With $C_{eq}=C/s$, the expression for $k$ becomes $k=k_i(C/C_0)^{1/p}$. Setting $\eta=1$ in the formula for $C$ then gives

$$\frac1k=\frac1{k_i}+\frac ts .$$

Because $k\propto e^{-\beta E_m}$, taking the logarithm yields the temperature program

$$\frac1{k_BT}=\frac1{k_BT_i}+\frac1{E_m}\ln\left(1+\frac{k_it}{s}\right).$$

Differentiation gives $d\beta/dt=k/(sE_m)=k/(E_m+E_s)$. With $d\beta=-dT/(k_BT^2)$, the cooling rate is

$$-\frac{dT}{dt}=\frac{k_BT^2\,k(T)}{E_m+E_s}.$$

Cooling should be fast at first and ever slower later, in step with the diffusivity. The program starts at $T_i$, below the temperature at which $C_{eq}=C_0$, where there would be no excess. A wafer that begins at saturation must first be brought down to $T_i$. This step, and the final cooling to room temperature after the anneal, are idealized here as instantaneous. That requires them to be fast compared with the capture time $1/k$.

Both energies are needed for this curve. If $E_m=0$, then $df/d\beta=kE_sC_{eq}>0$, and the coldest allowed temperature is best. If $E_s=0$, then $df/d\beta=-kE_m(C-C_{eq})<0$, and the hottest is best. An exhaustive search over four-step programs lasting 600 s, on a grid from 850 to 1050 K with the parameters given below, tests this. The full model selects 1025, 1000, 975 and 950 K. For the two variants with one energy set to zero, the prefactors are adjusted so that $k$ and $C_{eq}$ keep their values at $T_i$. With $E_m=0$ the search selects 850 K for all four steps, and with $E_s=0$ it selects 1050 K for all four.

### What the isothermal anneal loses

At constant temperature the rate equation gives, with $x=kt$ and $c=C_{eq}/C_0$,

$$\frac{C}{C_0}=c+(1-c)e^{-x},\qquad c=\frac1s\left(\frac{x}{k_it}\right)^p .$$

The first term is the solubility floor, and the second is metal that has not yet arrived. A higher temperature raises $x$, which raises the floor and reduces the remainder. Since $dc/dx=pc/x$, the best temperature satisfies

$$\frac{pc}{x}(1-e^{-x})=(1-c)e^{-x}.$$

For short anneals, $k_it\ll1$, the optimal curve gives $C/C_0\simeq1-pk_it/s$. Holding at $T_i$ gives $1-(1-1/s)k_it$, which is the same because $1-1/s=p/s$. The advantage of cooling vanishes in this limit, since $C$ hardly changes and the best temperature hardly moves.

For long anneals $x$ is large and $c$ small, so that $e^{-x}\simeq pc/x$ and $C_{iso}/C_0\simeq c(1+p/x)$. The optimal curve gives $C_{opt}/C_0\simeq(s/k_it)^p$. Dividing, the powers of $k_it$ cancel:

$$\frac{C_{iso}}{C_{opt}}\simeq\frac{x^p}{s^{p+1}}\left(1+\frac px\right).$$

The logarithm of $e^{-x}\simeq pc/x$ gives $x\simeq p\ln(k_it)-(p-1)\ln x+\ln(s/p)$. Thus $x$ grows logarithmically with time, and within the model the advantage grows without bound, though slowly. The cause is that an isothermal anneal must fit all its $x$ decay times at one temperature, which requires $k=x/t$. The optimal curve does most of its capture while warmer and faster, and for long times it ends at $k\simeq s/t$. The isothermal anneal must therefore stay warmer than the end of the optimal curve, and its solubility floor is higher than the final solubility there by a factor that tends to $(x/s)^p$ when $k_it\gg s$.

### Numbers for a model metal

Take the round parameters $E_m=0.8$ eV, $E_s=2.4$ eV, $D_0=10^{-3}$ cm²/s, $N_0=10^{24}$ cm⁻³, $C_0=10^{13}$ cm⁻³, $n=10^9$ cm⁻³, $a=5\times10^{-6}$ cm and one hour. Then $p=3$ and $s=4$. The start condition $C_{eq}=2.5\times10^{12}$ cm⁻³ gives $T_i=1043$ K, which is 57 K below the saturation temperature of 1100 K. There $k_i=8.53\times10^{-3}$ s⁻¹, so $k_it=30.7$ and

$$C_{opt}=\frac{10^{13}}{(1+30.7/4)^3}=\frac{10^{13}}{8.67^3}\simeq1.53\times10^{10}\ \text{cm}^{-3}.$$

The optimal program is:

| $t$ (s) | $T$ (K) | $C$ (cm⁻³) | cooling (K/min) |
|---:|---:|---:|---:|
| 0 | 1043 | $1.0\times10^{13}$ | 15.0 |
| 900 | 931 | $4.0\times10^{11}$ | 4.1 |
| 1800 | 886 | $8.8\times10^{10}$ | 2.2 |
| 3600 | 839 | $1.5\times10^{10}$ | 1.1 |

The best isothermal anneal is at 891 K, with $x=6.74$ and $C_{eq}=2.65\times10^{10}$ cm⁻³. The floor contributes $c=0.00265$ and the remainder $e^{-6.74}\simeq0.00118$, so $C_{iso}\simeq3.83\times10^{10}$ cm⁻³. This is 2.5 times the optimal residue. Both values refer to the end of the hour. If the final cooling takes a finite time, it captures further metal, and at equal cooling rates a larger fraction after the isothermal anneal, which ends warmer and with faster diffusion. The ratio in the cooled wafer is then smaller than 2.5. For linear cooling to 300 K it is about 2.4 at 1 K/s and 1.6 at 0.1 K/s. At 0.02 K/s it falls below one, because the warmer wafer then receives extra useful annealing time and the two programs no longer have equal length. To match the optimal curve, an isothermal anneal at its own best temperature needs 5540 s instead of 3600 s.

The function $g$ shows where the hour is lost. The isothermal $y$ starts at 0.0026, far below the best value 0.25, because the wafer is too cold for so much metal. There $g/g_{max}\simeq0.29$. At the end $y=0.69$, the wafer is too warm for so little metal, and $g/g_{max}\simeq0.58$. The time average is $\eta=0.70$, and $(1+0.70\times7.67)^{-3}$ reproduces the residue to the accuracy of the rounding.

Three linear ramps from $T_i$, none of them optimized, show that the end temperature and the duration of the cooling matter:

- A ramp to 839 K over the hour has $\eta=0.78$ and leaves $2.9\times10^{10}$ cm⁻³. It beats the isothermal anneal but not the optimal curve. Most of this loss comes from lingering near $T_i$. A straight ramp that starts lower, from about 976 K to 824 K, reaches $\eta\simeq0.96$ and leaves $1.7\times10^{10}$ cm⁻³, only 11% above the optimum.
- A ramp to 300 K in 360 s, followed by a hold, leaves $6.9\times10^{12}$ cm⁻³. During the ramp $k<k_i$, so $\int k\,dt$ is below $k_i\times360\ \text{s}\simeq3.1$, and at 300 K diffusion adds a negligible amount. Even with zero solubility, more than $C_0e^{-3.1}\simeq4.5\times10^{11}$ cm⁻³ would remain.
- A ramp to 950 K over the hour leaves $2.3\times10^{11}$ cm⁻³. It cannot go below the solubility at 950 K, which exceeds the solubility at 931 K, $C/s=1.0\times10^{11}$ cm⁻³ from the table.

The growth with time is visible too. The ratio $C_{iso}/C_{opt}$ is 1.06 after 0.1 h, 2.5 after 1 h, 9.7 after 10 h and 29 after 100 h. The long-time formula was tested at $k_it=10^8$, a mathematical limit and not a practical anneal, where it agrees with the minimized residue within 0.1%.

A direct optimization of 40 free temperature steps, started from the isothermal anneal, ends 0.2% above $C_{opt}$ and within about 0.5 K of the derived curve at the step midpoints. Solving the radial diffusion equation in the cell, where $a/R=0.008$, gives $1.47\times10^{10}$ cm⁻³ for the optimal program and $3.71\times10^{10}$ cm⁻³ for the isothermal one. Both lie 3 to 4% below the one-rate values. This is the size expected from a decay rate 1.5% above $k$. For the optimal program, a small change of the rate at fixed schedule has the same first-order effect as if the schedule were readjusted, because the schedule is already optimal. The formula for $C$ then gives $d\ln C/d\ln k=-p\,(1-1/8.67)\simeq-2.7$. For the isothermal anneal only the remainder responds, which gives $-6.74\times0.00118/0.00383\simeq-2.1$. The expected reductions are therefore about 4% and 3%. The ranking is unchanged. The cell and optimization values are in the numerical output.

### When the furnace or the sinks set other limits

Suppose the furnace cannot exceed some $T_m<T_i$. Let $F(C)$ be the largest capture rate allowed at concentration $C$. No program can descend from $C_0$ to $C$ in less than $\int_C^{C_0}dC'/F(C')$, so taking the fastest allowed rate at each $C$ remains optimal. Because $f$ has a single maximum in temperature, the best start is a hold at $T_m$ until $C=sC_{eq}(T_m)$. Setting $C-C_{eq}=pC_{eq}$ in the isothermal decay gives its duration,

$$t_h=\frac1{k(T_m)}\ln\frac{C_0-C_{eq}(T_m)}{p\,C_{eq}(T_m)},$$

after which the cooling law above applies with $T_m$ as its starting temperature.

The constant sink radius is consistent here. With an assumed $2\times10^{-23}$ cm³ per captured atom, the captured metal adds at most 0.04% to the sink volume. The assumption of fixed $n$ is more restrictive. If precipitates must nucleate during the anneal, $k$ depends on the earlier temperature history as well as on the present one. The state is then no longer described by $C$ alone, and the optimality proof does not apply. The same holds if a second sink competes for the metal and the aim is to fill one of them in preference to the other. The constant ratio $s$ also rests on a sink that holds the concentration at the solubility and on single Arrhenius laws. It is not derived for segregation gettering, as in phosphorus-diffused or aluminium layers, for capture limited by the interface reaction, or for temperature ranges in which the charge state of the metal in doped silicon changes $D$ or $C_{eq}$. In those cases a cooling program may still win, but its curve has to be found from the larger model.

## Computed results

```
Em = 0.8 eV, Es = 2.4 eV, p = 3.000, s = 4.000
D0 = 1.0e-03 cm^2/s, N0 = 1.0e+24 cm^-3, C0 = 1.0e+13 cm^-3
sink density = 1.0e+09 cm^-3, radius = 5.0e-06 cm
anneal time = 3600 s
saturation temperature (Ceq = C0) = 1099.6 K
optimal start temperature = 1042.5 K
k at start = 8.5276e-03 1/s, k_start*t = 30.699
optimal schedule: t [s], T [K], k [1/s], Ceq, C [cm^-3], -dT/dt [K/min]
      0  1042.5 8.528e-03 2.500e+12 1.000e+13 14.98
    300   987.7 5.201e-03 5.672e+11 2.269e+12 8.20
    900   930.6 2.922e-03 1.005e+11 4.022e+11 4.09
   1800   885.7 1.763e-03 2.209e+10 8.834e+10 2.23
   3600   839.0 9.830e-04 3.830e+09 1.532e+10 1.12
final C, optimal cooling = 1.5319e+10 cm^-3
best isothermal temperature = 890.9 K, k*t = 6.742
final C, best isothermal = 3.8252e+10 cm^-3
ratio isothermal/optimal = 2.497
isothermal Ceq = 2.6482e+10 cm^-3
isothermal Ceq/C: start 0.00265, end 0.6923
optimal Ceq/C at all times = 0.2500
isothermal time to match optimum = 5543 s
schedule: final C [cm^-3], efficiency eta
  isothermal: 3.8252e+10, 0.7028
  good ramp: 2.8956e+10, 0.7839
  fast ramp: 6.9059e+12, 0.0171
  hot-end ramp: 2.3201e+11, 0.3265
good ramp: T_start to optimal end temperature in 3600 s
fast ramp: T_start to 300 K in 360 s, then held
hot-end ramp: T_start to 950 K in 3600 s
free 40-step optimization: final C = 1.5347e+10 cm^-3
  largest deviation from optimal curve = 0.52 K
best 4-step program, 600 s, full model: (1025, 1000, 975, 950) K
  same with Em = 0: (850, 850, 850, 850) K
  same with Es = 0: (1050, 1050, 1050, 1050) K
ratio isothermal/optimal at 0.1 h = 1.062
ratio isothermal/optimal at 1 h = 2.497
ratio isothermal/optimal at 10 h = 9.677
ratio isothermal/optimal at 100 h = 29.019
ratio at k_start*t = 1e8: 453.82, with x = 47.82
cell radius = 6.2035e-04 cm, a/R = 0.00806
slowest cell rate / k = 1.01468
  first-order series 1+9a/(5R) = 1.01451
cell diffusion, optimal: final C = 1.4746e+10 cm^-3
cell diffusion, isothermal: final C = 3.7142e+10 cm^-3
assumed volume per captured atom = 2.0e-23 cm^3
captured volume / sink volume = 3.82e-04
```
